# Wind valence of a defect from its resistivity increment

## Problem

A monovalent metal carries a steady current. Its resistivity rises by 1 µΩ cm for every atomic percent of a certain defect, and its total resistivity at the temperature of use is 3 µΩ cm. The electrons scattered by a defect push on it. This push, the electron wind, is written as

$$F_w=Z_w eE,$$

where $e>0$ is the elementary charge, $E$ is the electric field along $+x$, and $Z_w$ is the wind valence. Estimate $|Z_w|$ from the balance of electron momentum, and find the sign of $Z_w$.

For numbers that depend on more than the two resistivities, take an atom density $N=8.5\times10^{22}\ \mathrm{cm^{-3}}$ with one conduction electron per atom, a temperature of 500 K and a current density of 1 MA/cm². These are rough values for a copper interconnect.

The model is a free-electron gas in a steady state linear in the field. The defects are dilute and scatter independently. The force sought is the wind force on a whole defect at rest. The direct force of the field on the defect's own charge is a separate term.

## A first estimate by scaling

Between collisions an electron gains momentum of magnitude $eE\tau$, where $\tau$ is the relaxation time. Electrons of density $n$ and Fermi speed $v_F$ strike a target of area $\sigma$ at a rate of order $nv_F\sigma$. If each collision hands over the gained momentum, the force is

$$|F_w|\sim (nv_F\sigma)(eE\tau)=n\ell\sigma\,eE,\qquad \ell=v_F\tau,$$

so that $|Z_w|\sim n\ell\sigma$. The valence can be large because the electron collects momentum over a whole mean free path $\ell$ and can deliver it to one small object.

The relaxation time follows from the Drude resistivity $\rho=m/(ne^2\tau)$, with $m$ the electron mass. At 3 µΩ cm it is $\tau=13.9$ fs. The free-electron Fermi speed at this density is $1.57\times10^6$ m/s, and the product, taken before rounding, is $\ell=21.9$ nm.

For the target area, a crude choice is the square of the distance between neighbouring atoms. In a face-centred cubic crystal of this density the distance is 0.255 nm, so $\sigma\sim0.065\ \mathrm{nm^2}$. With $n=85\ \mathrm{nm^{-3}}$,

$$|Z_w|\sim 85\times21.9\times0.065\approx120 .$$

This estimate has used the total resistivity but not the increment per defect. The target area is a guess, and the measured increment can replace it.

## Exact solution of the model

### Momentum supplied by the field

Let $P$ be the electron momentum per unit volume along $x$. The force on each electron is $-eE$, so the field changes $P$ at the rate $-neE$. If the mean drift velocity is $u$, then

$$P=nmu,\qquad j=-neu=-\frac{e}{m}P ,$$

where $j$ is the current density. For positive $E$ the electrons drift towards $-x$, $P$ is negative and $j$ is positive.

### Momentum lost to defects

Consider an electron of momentum $\mathbf p$ that scatters elastically through an angle $\Theta$. Its momentum keeps its length. The component along the original direction becomes $p\cos\Theta$, while the sideways component averages to zero over the azimuth, because the scattering depends on $\Theta$ alone. The mean loss is therefore $\mathbf p(1-\cos\Theta)$.

With defect density $N_d$ and differential cross-section $d\sigma/d\Omega$, collisions into the solid angle $d\Omega$ occur at the rate $N_dv_F(d\sigma/d\Omega)\,d\Omega$. The mean rate of momentum loss of this electron is

$$N_dv_F\sigma_{tr}\,\mathbf p,\qquad
\sigma_{tr}=\int(1-\cos\Theta)\frac{d\sigma}{d\Omega}\,d\Omega .$$

The exclusion principle does not alter this. For elastic scattering between states with occupations $f$ and $f'$, the net flow is proportional to $f(1-f')-f'(1-f)=f-f'$, and the blocking terms cancel. The undisturbed distribution has no net momentum, and the current-carrying deviation lies at the Fermi surface, where the speed is $v_F$. Summing over electrons gives

$$\left(\frac{dP}{dt}\right)_{d}=-\frac{P}{\tau_d},\qquad
\frac1{\tau_d}=N_dv_F\sigma_{tr}.$$

The rest of the metal, chiefly its lattice vibrations, is given a similar loss $-P/\tau_h$. This is an assumption about the host: one relaxation time serves for all directions on the Fermi surface.

### The steady state

In a steady state supply and loss add to zero:

$$0=-neE-\frac{P}{\tau_d}-\frac{P}{\tau_h}.$$

Define $1/\tau=1/\tau_d+1/\tau_h$. Then $P=-neE\tau$, and the current is

$$j=-\frac emP=\frac{ne^2\tau}{m}E .$$

Since $\rho=E/j$,

$$\rho=\frac{m}{ne^2\tau}
=\frac{m}{ne^2\tau_h}+\frac{m}{ne^2\tau_d}
=\rho_h+\rho_d .$$

The two resistivities add, and $\rho_d$ is the increment measured when defects are introduced.

Momentum lost by electrons to defects is gained by the defects. The force on all defects in a unit volume is thus $+P/\tau_d$. Inserting $P$ gives

$$\frac{P}{\tau_d}=-neE\,\frac{\tau}{\tau_d}
=-neE\,\frac{\rho_d}{\rho}.$$

The last step uses $1/\tau_d=ne^2\rho_d/m$ and $\tau=m/(ne^2\rho)$, in whose product the mass cancels. Dividing by $N_d$ gives the force on one defect:

$$F_w=-\frac{n}{N_d}\frac{\rho_d}{\rho}\,eE,
\qquad
Z_w=-\frac{n}{N_d}\frac{\rho_d}{\rho}.$$

Let $c=N_d/N$ be the atomic fraction of defects and $z=n/N$ the number of conduction electrons per atom. Independent scatterers give $\rho_d=c\,(d\rho/dc)$, so

$$\boxed{Z_w=-\frac{z}{\rho}\frac{d\rho}{dc}} .$$

### The number

One atomic percent is $c=0.01$. The slope per unit fraction is therefore

$$\frac{d\rho}{dc}=\frac{1\ \mu\Omega\,\mathrm{cm}}{0.01}
=100\ \mu\Omega\,\mathrm{cm}.$$

This is a slope at small $c$, not the resistivity of a material made wholly of defects. With $z=1$,

$$Z_w=-\frac{100}{3}\approx-33,\qquad |Z_w|\approx33 .$$

The minus sign means that the wind pushes the defect against $E$, along the electron flow.

The ratio $1/3$ also has a meaning, but a different one. If the metal contains 1 at.% of defects and its total resistivity is 3 µΩ cm, the defects together take one third of the momentum supplied by the field. There are 100 conduction electrons for each defect, so each defect takes the momentum supplied to about 33 electrons.

## Comparison of the two results

The exact solution can be put in the form of the scaling estimate. From $\rho_d/\rho=\tau/\tau_d=\tau N_dv_F\sigma_{tr}$,

$$Z_w=-\frac{n}{N_d}\,\tau N_dv_F\sigma_{tr}=-n\ell\sigma_{tr}.$$

The scaling law is thus correct within the model, with a numerical factor of one, provided that the area is the transport cross-section. That area follows from the resistivity slope. Since $\rho_d=mN_dv_F\sigma_{tr}/(ne^2)$, and since $mv_F=\hbar k_F$ and $N_d/n=c$ for a monovalent metal,

$$\frac{d\rho}{dc}=\frac{\hbar k_F}{e^2}\sigma_{tr},
\qquad
\sigma_{tr}=\frac{e^2}{\hbar k_F}\frac{d\rho}{dc}=0.0179\ \mathrm{nm^2}.$$

Hence $n\ell\sigma_{tr}=85\times21.9\times0.0179\approx33$. The first estimate was too large by a factor of about 3.6, which is the ratio of the guessed area, 0.065 nm², to the transport cross-section.

A simple picture of a vacancy shows that so small a cross-section is reasonable. Removing a monovalent ion removes one positive charge, and the electrons must screen the change. The Friedel sum rule relates the displaced electronic charge to the scattering phase shifts at the Fermi level. If only the $s$ and $p$ waves are shifted, it reads

$$\frac2\pi(\delta_s+3\delta_p)=-1 .$$

One possible choice is $\delta_s=\delta_p=\delta=-\pi/8$. With $x=\cos\Theta$, the scattering amplitude is then $e^{i\delta}\sin\delta\,(1+3x)/k_F$, and

$$\sigma_{tr}=\frac{2\pi\sin^2\delta}{k_F^2}
\int_{-1}^{1}(1-x)(1+3x)^2dx .$$

The even part of the integrand is $1+9x^2-6x^2=1+3x^2$, whose integral is 4. Thus $\sigma_{tr}=8\pi\sin^2\delta/k_F^2$. The corresponding slope is 1.11 µΩ cm per atomic percent, close to the stated value. Other divisions between $s$ and $p$ waves also satisfy the sum rule. With neither phase shift positive, they give slopes from about 1.0 to 3.8 µΩ cm per atomic percent, and equal phases lie near the lower end. Equal phases are not what a simple repulsive potential produces: a square barrier tuned to the sum rule shifts the $s$ wave roughly three to five times as much as the $p$ wave, and gives slopes from 2.0 down to 0.8 as its radius goes from 0.6 to 1.2 Wigner–Seitz radii, with 1.3 at the Wigner–Seitz radius itself. The sum rule thus supports the order of magnitude of the stated slope, but the close agreement depends on the choice of phases.

## If 3 µΩ cm is the host value alone

The problem gives the total resistivity. Suppose instead that 3 µΩ cm belonged to the host before defects were added. The total would be $\rho_h+c\,d\rho/dc$, and

$$|Z_w|=\frac{d\rho/dc}{\rho_h+c\,d\rho/dc}
=\frac{100}{3+100c}.$$

For $c\ll0.03$ this is again 33. At $c=0.01$ the total is 4 µΩ cm and the magnitude falls to 25. Each defect still has the same cross-section, but the added scattering shortens the path over which electrons gather momentum.

In the opposite limit, defect scattering dominates and $|Z_w|$ approaches $1/c$. The defects then take nearly all the momentum supplied by the field and share it among themselves. This limit is useful only while the defects remain dilute enough to scatter independently. With the present numbers it needs $c\gg0.03$, and at $c=0.1$ the magnitude is still 7.7 rather than 10, so it is reached in the dilute regime only for a much cleaner or colder host.

## The force at a given current

The field in the example is

$$E=\rho j=(3\times10^{-6}\ \Omega\,\mathrm{cm})(10^6\ \mathrm{A/cm^2})
=3\ \mathrm{V/cm}.$$

The force on one defect has magnitude

$$|F_w|=33.3\times3\ \mathrm{eV/cm}=1.0\times10^{-5}\ \mathrm{eV/nm},$$

or $1.6\times10^{-15}$ N. Writing the field as $\rho j$ reveals a useful cancellation:

$$F_w=-\frac z\rho\frac{d\rho}{dc}\,e\rho j
=-ze\,\frac{d\rho}{dc}\,j .$$

At fixed current density and fixed slope, the wind force does not depend on the total resistivity. Raising $\rho$ lowers the valence but raises the field in the same proportion. A large wind valence in a clean metal therefore does not by itself mean a large force at a given current.

Over one neighbour distance a constant force of this size does work

$$W=1.0\times10^{-5}\times0.255=2.55\times10^{-6}\ \mathrm{eV}.$$

At 500 K the thermal energy $k_BT$ is 0.0431 eV, so $W/k_BT=5.9\times10^{-5}$. For a jump whose saddle lies halfway, the barrier is lowered by $W/2$ in one direction and raised by $W/2$ in the other. The ratio of the two jump rates is $e^{W/k_BT}\approx1+5.9\times10^{-5}$. The wind thus adds a weak bias to thermally activated jumps. It does not drag the defect over its barrier.

## What can change the estimate

### Direct force

The field also acts on the defect's charge. If this direct force is $Z_deE$, the total effective valence is $Z_d+Z_w$. A direct valence of magnitude one is 3% of the wind valence here. For $Z_d=+1$ the sum is about $-32$. In a metal with a much higher resistivity and the same slope, the two terms can become comparable.

### Scattering along the jump

The resistivity slope describes defects at rest, whereas migration depends on the force during a jump. Suppose that the scattering strength changes along the path as

$$\frac{\sigma_{tr}(s)}{\sigma_{tr}(0)}
=1+(r-1)\sin^2(\pi s),\qquad 0\le s\le1,$$

where $s$ is the fraction of the jump completed and $r$ is the ratio of saddle strength to rest strength. If the force follows the strength, its mean over the path is multiplied by $(1+r)/2$, because the mean of $\sin^2$ is one half. For $r=1/2$ the mean wind valence has magnitude 25, and for $r=2$ it has magnitude 50. These values of $r$ are illustrations, not bounds. With these assumed values it is the largest of the corrections sized in this section, but its true size depends on $r$, which is not determined here.

There is a further distinction for a vacancy. Momentum balance gives the force on the whole disturbed region, whereas the jump is made by one neighbouring ion. The division of the force among the ions requires a microscopic calculation. At the start of the jump that ion is an ordinary lattice ion and need carry only a small part of the force, so the profile above, scaled from the rest value of the whole defect, does not describe the force on it. The direction also needs care: an ion that jumps into the vacancy along the electron flow moves the vacancy against the flow, so the sign of the force on the region must not be read as the direction in which a vacancy drifts.

### Unequal scattering over the Fermi surface

Suppose that the host scattering rate varies over the Fermi sphere as $1/\tau_h(\mu)=(1+\mu^2)/\tau_0$, where $\mu$ is the cosine of the angle to the field. The rate is twice as large at the poles as at the equator. Let scattering by the host return electrons equally to $\mu$ and $-\mu$, so that it restores no net momentum.

The field shifts the distribution at each $\mu$ by an amount proportional to $\mu\tau_h(\mu)$. The current contains another factor $\mu$, so the conductivity is proportional to

$$\langle\tau_h\rangle=3\int_0^1\mu^2\tau_h(\mu)\,d\mu .$$

Add a weak isotropic defect rate $\nu$. To first order, $\tau=(1/\tau_h+\nu)^{-1}\approx\tau_h-\nu\tau_h^2$, and the resistivity $m/(ne^2\langle\tau\rangle)$ rises by

$$\Delta\rho=\frac{m\nu}{ne^2}
\frac{\langle\tau_h^2\rangle}{\langle\tau_h\rangle^2}.$$

The momentum actually lost to defects is still $\nu P$, which corresponds to an increment $m\nu/(ne^2)$. Using the measured $\Delta\rho$ in the boxed formula therefore overstates the force by the ratio of averages. The integrals are

$$\frac{\langle\tau_h\rangle}{\tau_0}
=3\int_0^1\frac{\mu^2}{1+\mu^2}d\mu
=3\left(1-\frac\pi4\right)=0.644,$$

$$\frac{\langle\tau_h^2\rangle}{\tau_0^2}
=3\int_0^1\frac{\mu^2}{(1+\mu^2)^2}d\mu
=3\left(\frac\pi8-\frac14\right)=0.428 .$$

The second uses the antiderivative $\frac12\arctan\mu-\mu/[2(1+\mu^2)]$. The ratio is 1.033, so the corrected magnitude is about 32. In this example a twofold variation in rate changes the answer by 3%, but the figure depends on the shape and on the defect. For the equal-phase scatterer above, the odd angular harmonics beyond the first relax at twice the transport rate, and the ratio becomes 1.066. If the host rate takes two values in the ratio two, with the faster one covering two thirds of the $\mu^2$ weight, the ratio for an isotropic defect is $9/8$.

### Temperature

A spread of electron energies has a similar effect if the host relaxation time depends on energy. Take $\tau_h\propto\varepsilon^{3/2}$ and a defect rate independent of energy. The excess of $\langle\tau_h^2\rangle/\langle\tau_h\rangle^2$ over one is the relative variance of $\tau_h$. A small energy change $\delta\varepsilon$ changes $\tau_h$ by the fraction $\frac32\delta\varepsilon/E_F$, and the thermal weight at the Fermi level has $\langle\delta\varepsilon^2\rangle=\pi^2(k_BT)^2/3$. Thus

$$\frac{\langle\tau_h^2\rangle}{\langle\tau_h\rangle^2}-1
\approx\frac94\,\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2 .$$

With $E_F=7.05$ eV this is 0.028%, which is negligible.

Heating of the metal matters more. If the total resistivity is proportional to absolute temperature and the slope is fixed, a rise of 10 K from 500 K reduces $|Z_w|$ from 33.3 to 32.7. At fixed current density the force itself is unchanged, by the cancellation found above.

## Relation to a copper interconnect

The resistivity, temperature and current density chosen here are of the order met in copper lines under accelerated testing, and the defect slope is of the order expected for a vacancy. The result should still not be read as a measured valence of copper. In narrow lines, surfaces and grain boundaries add to the resistivity. If that scattering is treated as a uniform extra loss that doubles $\rho$ to 6 µΩ cm at the same slope, $|Z_w|$ falls to about 17, while the force at fixed current density stays the same.

Atoms in real lines can also move along interfaces and grain boundaries, where the scattering strength of a moving atom need not equal that of a defect in the bulk. The boxed formula then needs the slope for that site and path. The range from 25 to 50 found for the assumed jump profiles shows the sensitivity to such a change, but it does not predict the interface value. Real Bloch electrons can also divide their momentum between defect and lattice differently from free electrons, an effect not sized here. For the stated data, momentum balance supports a wind valence of a few tens, with 33 as the free-electron estimate for a defect at rest.
